# Perturbed angular correlation in random and normal static magnetic fields: verification in Python

```python
"""Perturbed angular correlation of two photons in a static magnetic field.

Result under test, for a rank-2 anisotropy A22 and Larmor frequency w:
  random field directions: W = 1 + A22*G22(t)*P2(cos theta),
                           G22 = (1 + 2 cos wt + 2 cos 2wt)/5
  field normal to plane:   W = 1 + A22/4 + (3 A22/4) cos 2(theta - phi)
W: coincidence rate relative to isotropic emission; theta: detector angle;
phi: signed precession angle, -g*muN*B*t/hbar; n1, n2: photon directions;
b: field direction; I: spin of the intermediate nuclear level.
The signals are computed by evolving density matrices with the Hamiltonian
-g*muN*B*(b.I), and random fields by quadrature over the sphere.
"""
import numpy as np
import sympy as sp
from scipy.constants import hbar, physical_constants
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial.transform import Rotation

MU_N = physical_constants["nuclear magneton"][0]
G_FACTOR, FIELD = 0.40, 5.0
S1, S2 = 0.15, -0.15          # alignment and detector sensitivity
SPIN = 2.5
omega = G_FACTOR * MU_N * FIELD / hbar
period = 2 * np.pi / omega


def spin_matrices(spin):
    m = np.arange(spin, -spin - 0.5, -1.0)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j,
                     np.diag(m)], dtype=complex)


SPINS = {s: spin_matrices(s) for s in (1.0, 1.5, 2.5)}


def component(spin, n):
    return np.tensordot(np.asarray(n), SPINS[spin], axes=1)


def alignment(spin, n):
    x = component(spin, n)
    return x @ x - spin * (spin + 1) / 3 * np.eye(len(x))


def rank_four(spin, n):
    x, c = component(spin, n), spin * (spin + 1)
    x2 = x @ x
    return (35 * x2 @ x2 - (30 * c - 25) * x2
            + (3 * c**2 - 6 * c) * np.eye(len(x)))


def evolve(operator, spin, b, t):
    rate_matrix = -G_FACTOR * MU_N * FIELD / hbar * component(spin, b)
    energies, vectors = np.linalg.eigh(rate_matrix)
    u = (vectors * np.exp(-1j * energies * t)) @ vectors.conj().T
    return u @ operator @ u.conj().T


def rate(n1, n2, b, t, spin=SPIN):
    one = np.eye(int(2 * spin + 1))
    rho = (one + S1 * alignment(spin, n1)) / len(one)
    detector = one + S2 * alignment(spin, n2)
    return np.trace(evolve(rho, spin, b, t) @ detector).real


nodes, node_weights = np.polynomial.legendre.leggauss(6)
SPHERE = []
for z, weight in zip(nodes, node_weights):
    for az in 2 * np.pi * np.arange(10) / 10:
        r = np.sqrt(1 - z * z)
        SPHERE.append((np.array([r * np.cos(az), r * np.sin(az), z]),
                       weight / 20))


def powder_rate(n1, n2, t, spin=SPIN):
    return sum(w * rate(n1, n2, b, t, spin) for b, w in SPHERE)


def in_plane(degrees):
    a = np.radians(degrees)
    return np.array([np.cos(a), np.sin(a), 0.0])


def p2(x):
    return (3 * x * x - 1) / 2


def g22_formula(t):
    return (1 + 2 * np.cos(omega * t) + 2 * np.cos(2 * omega * t)) / 5


def harmonics(values):
    c = np.fft.rfft(values) / len(values)
    return np.concatenate(([c[0].real], 2 * c[1:7].real))


X, NORMAL = in_plane(0), np.array([0.0, 0.0, 1.0])

# Both operators must be physical: no negative population or efficiency.
for strength in (S1, S2):
    lowest = np.linalg.eigvalsh(np.eye(6) + strength * alignment(SPIN, X))[0]
    assert lowest > 0

# Field-free correlation, its strength, and precession as a rotation.
rng = np.random.default_rng(4)
A22_of = {}
for spin in SPINS:
    a22 = rate(X, X, NORMAL, 0.0, spin) - 1
    A22_of[spin] = a22
    trace_factor = spin * (spin + 1) * (2 * spin - 1) * (2 * spin + 3) / 45
    assert abs(a22 - S1 * S2 * trace_factor) < 1e-12
    for _ in range(12):
        n1, n2, b = [v / np.linalg.norm(v) for v in rng.normal(size=(3, 3))]
        t = rng.uniform(0, 2 * period)
        assert abs(rate(n1, n2, b, 0.0, spin) - 1 - a22 * p2(n1 @ n2)) < 1e-11
        turned = Rotation.from_rotvec(-omega * t * b).apply(n1)
        assert abs(rate(n1, n2, b, t, spin) - 1 - a22 * p2(n2 @ turned)) < 1e-11
A22 = A22_of[SPIN]

# Average over the field direction with both detectors along one line.
C, x = sp.symbols("C x", real=True)
average = sp.integrate(sp.expand((3 * (C + (1 - C) * x**2)**2 - 1) / 2),
                       (x, 0, 1))
assert sp.expand(average - (4 * C**2 + 2 * C - 1) / 5) == 0

# Random fields: angular shape, time dependence, independence of the spin.
for spin in SPINS:
    for t in np.array([0.0, 0.13, 0.37, 0.5, 0.81]) * period:
        for angle in (0, 35, 90, 135, 180):
            expected = 1 + A22_of[spin] * g22_formula(t) * p2(
                np.cos(np.radians(angle)))
            found = powder_rate(X, in_plane(angle), t, spin)
            assert abs(found - expected) < 1e-11

# Normal field: full dependence on detector angle and on precession sense.
for angle in (0, 35, 90, 135, 180, 225):
    for t in np.array([0.07, 0.21, 0.66]) * period:
        phase = 2 * (np.radians(angle) + omega * t)
        expected = 1 + A22 / 4 + 3 * A22 / 4 * np.cos(phase)
        assert abs(rate(X, in_plane(angle), NORMAL, t) - expected) < 1e-11


def ratio(w180, w90):
    return 2 * (w180 - w90) / (w180 + 2 * w90)


def g22_simulated(t):
    return ratio(powder_rate(X, -X, t), powder_rate(X, in_plane(90), t)) / A22


# Harmonic content over one Larmor period.
times = period * np.arange(64) / 64
normal180 = np.array([rate(X, -X, NORMAL, t) for t in times])
normal90 = np.array([rate(X, in_plane(90), NORMAL, t) for t in times])
h_normal = harmonics((normal180 - 1) / A22)
assert np.allclose(h_normal, [0.25, 0, 0.75, 0, 0, 0, 0], atol=1e-10)
h_random = harmonics([g22_simulated(t) for t in period * np.arange(16) / 16])
assert np.allclose(h_random, [0.2, 0.4, 0.4, 0, 0, 0, 0], atol=1e-10)

tilt = np.radians(10.0)
tilted_field = np.array([np.sin(tilt), 0.0, np.cos(tilt)])
h_tilt = harmonics([(rate(X, -X, tilted_field, t) - 1) / A22 for t in times])
beta = np.pi / 2 - tilt
weights = [p2(np.cos(beta))**2, 3 * (np.sin(beta) * np.cos(beta))**2,
           0.75 * np.sin(beta)**4]
assert np.allclose(h_tilt[:3], weights, atol=1e-10)
assert np.allclose(h_tilt[3:], 0, atol=1e-10)

# Count-rate ratios for the normal field.
h_ratio = harmonics(ratio(normal180, normal90))
h_pure = harmonics((normal180 - normal90) / (normal180 + normal90))
pure_amplitude = 0.75 * A22 / (1 + A22 / 4)
assert np.allclose(h_pure, [0, 0, pure_amplitude, 0, 0, 0, 0], atol=1e-10)
assert abs(h_ratio[4]) > 1e-3

# A rank-4 anisotropy brings in the fourth harmonic for the normal field.
o1, o2 = rank_four(SPIN, X), rank_four(SPIN, -X)
norm4 = np.trace(o1 @ o1).real
h_four = harmonics([np.trace(evolve(o1, SPIN, NORMAL, t) @ o2).real / norm4
                    for t in times])
assert np.allclose(h_four, np.array([9, 0, 20, 0, 35, 0, 0]) / 64, atol=1e-10)

# Zeros and minimum of the simulated random-field signal.
zero1 = brentq(g22_simulated, 0.10 * period, 0.28 * period, xtol=1e-15)
zero2 = brentq(g22_simulated, 0.32 * period, 0.48 * period, xtol=1e-15)
assert abs(zero1 / period - 1 / 5) < 1e-6
assert abs(zero2 / period - 2 / 5) < 1e-6
lowest = minimize_scalar(lambda f: g22_simulated(f * period),
                         bounds=(0.2, 0.4), method="bounded",
                         options={"xatol": 1e-7})
assert abs(lowest.fun + 0.25) < 1e-9
assert abs(np.cos(2 * np.pi * lowest.x) + 0.25) < 1e-5

print(f"spin I = {SPIN}, g = {G_FACTOR:.2f}, B = {FIELD:.1f} T")
print(f"alignment s1 = {S1:.2f}, sensitivity s2 = {S2:.2f}")
print(f"nuclear magneton = {MU_N:.6e} J/T")
print(f"hbar = {hbar:.6e} J s")
print(f"A22 = {A22:.4f}")
print(f"Larmor frequency w = {omega / 1e6:.3f} Mrad/s")
print(f"w/(2 pi) = {omega / 2 / np.pi / 1e6:.3f} MHz")
print(f"Larmor period = {period * 1e9:.3f} ns")
print(f"period of 2w signal = {period * 5e8:.3f} ns")
print("random field: t (ns), wt (deg), G22, W(180), W(90), ratio")
for ns in (0, 10, 20, 30, 40):
    t = ns * 1e-9
    w180, w90 = powder_rate(X, -X, t), powder_rate(X, in_plane(90), t)
    print(f"  {ns:2d} {np.degrees(omega * t):7.2f} {g22_simulated(t):8.4f}"
          f" {w180:7.4f} {w90:7.4f} {ratio(w180, w90):8.4f}")
print("normal field: t (ns), W(180), W(90), difference/sum")
for ns in (0, 10, 20, 30, 40):
    w180 = rate(X, -X, NORMAL, ns * 1e-9)
    w90 = rate(X, in_plane(90), NORMAL, ns * 1e-9)
    print(f"  {ns:2d} {w180:7.4f} {w90:7.4f}"
          f" {(w180 - w90) / (w180 + w90):8.4f}")
print(f"G22 first zero: {zero1 * 1e9:.3f} ns, {360 * zero1 / period:.2f} deg")
print(f"G22 second zero: {zero2 * 1e9:.3f} ns, {360 * zero2 / period:.2f} deg")
print(f"G22 minimum: {lowest.fun:.4f} at {lowest.x * period * 1e9:.3f} ns,"
      f" {360 * lowest.x:.2f} deg")
print("weights of 0, w, 2w in (W(180)-1)/A22:")
for label, h in (("random field", h_random), ("normal field", h_normal),
                 ("field 10 deg off normal", h_tilt)):
    print(f"  {label}: " + ", ".join(f"{abs(v):.4f}" for v in h[:3]))
print(f"normal field, difference/sum: 2w amplitude = {h_pure[2]:.5f}")
print("normal field, ratio 2(W180-W90)/(W180+2W90):")
print(f"  constant = {h_ratio[0]:.5f}, 2w = {h_ratio[2]:.5f},"
      f" 4w = {h_ratio[4]:.5f}")
print("rank-4 term, normal field, weights of 0, 2w, 4w:")
print(f"  {h_four[0]:.4f}, {h_four[2]:.4f}, {h_four[4]:.4f}")
print("checks complete")
```

Output:

```
spin I = 2.5, g = 0.40, B = 5.0 T
alignment s1 = 0.15, sensitivity s2 = -0.15
nuclear magneton = 5.050784e-27 J/T
hbar = 1.054572e-34 J s
A22 = -0.1400
Larmor frequency w = 95.788 Mrad/s
w/(2 pi) = 15.245 MHz
Larmor period = 65.594 ns
period of 2w signal = 32.797 ns
random field: t (ns), wt (deg), G22, W(180), W(90), ratio
   0    0.00   1.0000  0.8600  1.0700  -0.1400
  10   54.88   0.2948  0.9587  1.0206  -0.0413
  20  109.77  -0.2438  1.0341  0.9829   0.0341
  30  164.65   0.1582  0.9779  1.0111  -0.0221
  40  219.53  -0.0326  1.0046  0.9977   0.0046
normal field: t (ns), W(180), W(90), difference/sum
   0  0.8600  1.0700  -0.1088
  10  1.0005  0.9295   0.0368
  20  1.0460  0.8840   0.0839
  30  0.8747  1.0553  -0.0936
  40  0.9451  0.9849  -0.0206
G22 first zero: 13.119 ns, 72.00 deg
G22 second zero: 26.238 ns, 144.00 deg
G22 minimum: -0.2500 at 19.037 ns, 104.48 deg
weights of 0, w, 2w in (W(180)-1)/A22:
  random field: 0.2000, 0.4000, 0.4000
  normal field: 0.2500, 0.0000, 0.7500
  field 10 deg off normal: 0.2068, 0.0877, 0.7055
normal field, difference/sum: 2w amplitude = -0.10881
normal field, ratio 2(W180-W90)/(W180+2W90):
  constant = 0.00263, 2w = -0.14522, 4w = 0.00263
rank-4 term, normal field, weights of 0, 2w, 4w:
  0.1406, 0.3125, 0.5469
checks complete
```
